# Break-even permittivity for direct tunnelling through a high-k gate dielectric

## The question

A gate insulator must hold a large capacitance per area while letting few electrons through. A candidate dielectric is compared with silica at the same capacitance per area.

| | Silica | Candidate |
|---|---|---|
| Relative permittivity | $k_s=3.9$ | $k$ |
| Barrier | $\phi_s=3.1$ eV | $\phi=1.5$ eV |
| Tunnelling mass | $m_s=0.5$ | $m=0.2$ |

Each barrier is the height of the insulator's conduction band above that of silicon. Masses are in units of the free-electron mass. The electron starts at the silicon band edge and moves along the film normal, $x$. Each film is uniform, and the voltage across it is negligible unless a part says otherwise. One film "outperforms" another if its WKB transmission, without prefactor, is smaller.

The algebra uses atomic units, $\hbar=e=m_e=1$. Numbers are in eV and nm, with 1 hartree $=27.21$ eV and 1 bohr $=0.05292$ nm.

## Part (a)

**Derive the transmission of a film of thickness $t$, barrier $\phi$ and mass $m$. State what is neglected.**

**Answer.** Let $U$ be the potential energy in the film and $E$ the electron's energy, so that $U-E=\phi$. The Schrödinger equation is

$$-\frac{1}{2m}\psi''+U\psi=E\psi ,\qquad\text{so}\qquad \psi''=2m\phi\,\psi .$$

Write the decaying wave as $\psi=e^{-W(x)}$. Then $\psi'=-W'\psi$ and $\psi''=(W'^2-W'')\psi$, which gives

$$W'^2-W''=2m\phi .$$

WKB drops $W''$ beside $W'^2$. This is justified when the decay constant changes little over one decay length. The positive root is

$$W'=\kappa=\sqrt{2m\phi}.$$

The amplitude falls by $\exp(-\int_0^t\kappa\,dx)$. The transmission is a ratio of fluxes, which are quadratic in the amplitude, so the exponent doubles:

$$T\simeq e^{-S},\qquad S=2\int_0^t\kappa\,dx=2t\sqrt{2m\phi}. \tag{1}$$

The last form holds because the barrier is flat at negligible film voltage. For a flat barrier $W''=0$, so the decay constant itself involves no approximation within this one-band model. What has been neglected is the prefactor, which describes the matching of the waves at the two interfaces. Part (d) returns to it.

## Part (b)

**Express $S$ at fixed capacitance per area, and identify the material property that decides the comparison.**

**Answer.** Let the plates carry charge $\pm\sigma$ per area. Gauss's law gives the field $F=\sigma/(\varepsilon_0k)$ in the film, and the voltage is $Ft$. Hence

$$\frac{C}{A}=\frac{\sigma}{Ft}=\frac{\varepsilon_0k}{t}.$$

Let $t_{eq}$ be the thickness of the silica film. Equal capacitance requires

$$\frac{k}{t}=\frac{k_s}{t_{eq}},\qquad\text{so}\qquad t=t_{eq}\frac{k}{k_s}. \tag{2}$$

A larger permittivity permits a thicker film. Inserting (2) in (1) gives

$$S=\frac{2\sqrt2\,t_{eq}}{k_s}\;k\sqrt{m\phi}. \tag{3}$$

At fixed $t_{eq}$ the material enters through $k\sqrt{m\phi}$. Permittivity counts to the first power because it sets the thickness. Mass and barrier count as square roots because they set the decay constant.

## Part (c)

**Show that the candidate needs a permittivity above about 8.9 to outperform silica. Find the film thickness at break-even when $t_{eq}=1$ nm. Is a permittivity of 7 an improvement on silica?**

**Answer.** The candidate has the smaller transmission if and only if $S>S_s$. By (3), after division by the common positive factor, this means

$$k\sqrt{m\phi}>k_s\sqrt{m_s\phi_s}.$$

Dividing by the positive quantity $\sqrt{m\phi}$ preserves the inequality:

$$k>k^*=k_s\sqrt{\frac{m_s\phi_s}{m\phi}}. \tag{4}$$

The products are $m_s\phi_s=1.55$ eV and $m\phi=0.30$ eV, so

$$k^*=3.9\sqrt{\frac{1.55}{0.30}}=3.9\times2.273=8.865,$$

or 8.9 to two figures. The thickness $t_{eq}$ has cancelled, so the threshold is the same for every capacitance at which (1) applies.

For $t_{eq}=1$ nm the capacitance is $3.45\ \mu\mathrm{F/cm^2}$. By (2) the break-even film is 2.273 nm thick, or 22.73 Å. The decay constants follow from $\kappa=\sqrt{2m\phi}$, with energies divided by 27.21 eV and the result divided by 0.05292 nm:

$$\kappa_s=6.378\ \mathrm{nm^{-1}},\qquad \kappa=2.806\ \mathrm{nm^{-1}}.$$

The two exponents then agree, as they should:

$$2(6.378)(1.000)\simeq2(2.806)(2.273)\simeq12.76 .$$

The candidate lets the wave penetrate 2.273 times as far, and must be thicker by that factor.

For other permittivities, (3) gives $S=S_s\,k/k^*$, and therefore

$$\frac{T}{T_s}=e^{S_s-S}=\exp\left[S_s\left(1-\frac{k}{k^*}\right)\right]. \tag{5}$$

At $k=7$ the exponent is $12.757(1-7/8.865)=2.68$, and the candidate transmits about 15 times more than silica. A permittivity above 3.9 is therefore not sufficient. Close to the threshold the ratio is 1.10 at $k=8.8$ and 0.95 at $k=8.9$, so crossing it brings at first a gain of only a few per cent.

## Part (d)

**How does the neglected prefactor change the threshold, and in what limit does the change vanish?**

**Answer.** When $S\gg1$, a wave reflected at the far interface has decayed almost completely by the time it returns to the near one. The two interfaces then act separately. Each contributes a factor that does not depend on $t$, and

$$T=Pe^{-S},$$

with $P$ fixed by the electron's energy, the masses and the barrier. Equal transmission now means

$$S-\ln P=S_s-\ln P_s .$$

Replace $S$ by $S_sk/k^*$ and divide by $S_s$:

$$\frac{k}{k^*}=1+\frac{\ln P-\ln P_s}{S_s}. \tag{6}$$

Since $S_s\propto t_{eq}$, the correction falls as $1/t_{eq}$. Equation (4) is thus the thick-film limit of the full wave problem.

This was tested by integrating the Schrödinger equation through both films. Silicon lay on both sides of the film, and $\psi$ and $\psi'/m$ were continuous at each interface. The electron had 0.1 eV of kinetic energy in silicon, where its mass was 0.92, and the barriers stood 3.1 and 1.5 eV above its energy. The break-even permittivities $k_1$ and $k_2$ were found at $t_{eq}=1$ and 2 nm. The combination $2k_2-k_1$ removes a term in $1/t_{eq}$, and it gave 8.865, in agreement with (4).

To see the size of the effect at 1 nm, keep the band offsets at 3.1 and 1.5 eV and give the electron the same 0.1 eV. The barriers it meets are now 3.0 and 1.4 eV, and WKB gives

$$3.9\sqrt{\frac{0.5\times3.0}{0.2\times1.4}}=9.03 .$$

The full wave solution gives 8.92. The energy raises the threshold, because 0.1 eV is a larger fraction of the lower barrier. The prefactor then lowers it by about 0.11. This shift belongs to the interface model. If $\psi'$ is matched instead of $\psi'/m$, the threshold rises to 9.91. With $\psi'/m$ matched and a free-electron metal of 5 to 10 eV kinetic energy as the exit electrode, the lowering is only 0.06 to 0.04.

## Part (e)

**A voltage $V$ now falls across each film, with $0<V<\phi$. Find the new threshold, its first-order form, and its values at 0.05 V and 1 V.**

**Answer.** The same voltage and the same capacitance imply the same charge on the plates. In atomic units the barrier falls linearly from $\phi$ to $\phi-V$, so

$$S(V)=2\sqrt{2m}\int_0^t\sqrt{\phi-\frac{Vx}{t}}\;dx .$$

Substitute $u=\phi-Vx/t$, for which $dx=-(t/V)\,du$. The minus sign is absorbed by exchanging the limits:

$$S(V)=2\sqrt{2m}\,\frac tV\int_{\phi-V}^{\phi}\sqrt u\,du
=\frac{4t\sqrt{2m}}{3V}\left[\phi^{3/2}-(\phi-V)^{3/2}\right].$$

Taking out $S(0)=2t\sqrt{2m\phi}$ leaves

$$S(V)=S(0)\,g\!\left(\frac V\phi\right),\qquad g(y)=\frac{2}{3y}\left[1-(1-y)^{3/2}\right].$$

Equating the exponents of the two films gives

$$k^*(V)=k^*\,\frac{g(V/\phi_s)}{g(V/\phi)}. \tag{7}$$

The function $g(y)$ is the average of $\sqrt{1-ys}$ over $0<s<1$, so it decreases with $y$. Since $\phi<\phi_s$, the denominator is the smaller of the two, and the voltage raises the threshold. The lower barrier loses the larger fraction of its height.

For small $y$, $(1-y)^{3/2}=1-\tfrac32y+\tfrac38y^2+\dots$, hence $g=1-y/4+\dots$ and

$$k^*(V)\simeq k^*\left[1+\frac V4\left(\frac1\phi-\frac1{\phi_s}\right)\right], \tag{8}$$

with $V$ in volts when the barriers are in eV. At 0.05 V the shift is

$$8.865\times0.0125\times(0.6667-0.3226)=0.038 .$$

Numerical integration of the exponent gives a threshold of 8.904. A film with $k=8.90$ therefore wins at zero voltage and just fails at 0.05 V. The figure 8.9 is a rounded value, not a sharp limit.

At 1 V, $V/\phi=0.667$ is no longer small and (7) is needed:

$$k^*(1\ \mathrm V)=8.865\times\frac{0.9144}{0.8075}=10.04 .$$

The first-order formula would give only 9.63. The relevant voltage is the one across the film. It differs from the gate voltage by the work-function difference and by the potential drops in the electrodes.

## Part (f)

**Take $k=22$ and $t_{eq}=1$ nm. Find the reduction in transmission relative to silica at negligible voltage. Repeat for a stack of the same total capacitance that contains a 0.5 nm silica interlayer.**

**Answer.** Without an interlayer, $t=22/3.9=5.64$ nm and

$$S=2(2.806)(5.641)=31.66 .$$

The exponent exceeds that of silica by $31.66-12.76=18.90$, so the transmission is smaller by a factor $e^{18.90}\simeq1.6\times10^8$.

In the stack, let $t_i$ be the interlayer thickness. For capacitors in series the values of $t/k$ add, so the high-k layer may use only the remainder:

$$t=(t_{eq}-t_i)\frac{k}{k_s}=0.5\times\frac{22}{3.9}=2.82\ \mathrm{nm}.$$

The WKB exponents of the layers also add. Subtracting the exponent of the all-silica film gives

$$S_{stack}-S_s=2\kappa_st_i+2\kappa(t_{eq}-t_i)\frac k{k_s}-2\kappa_st_{eq}
=2(t_{eq}-t_i)\left(\kappa\frac k{k_s}-\kappa_s\right).$$

The last bracket vanishes at $k=k_s\kappa_s/\kappa=k^*$, so at negligible voltage the interlayer leaves the threshold unchanged. It multiplies the logarithmic gain by $1-t_i/t_{eq}=0.5$. The exponent gained is 9.45, and the reduction factor is $1.3\times10^4$. Half a nanometre of silica has cost four orders of magnitude.

## Part (g)

**Which real material do these parameters resemble, and how far do the neglected effects move the threshold?**

**Answer.** A permittivity near 20, a barrier near 1.5 eV and a mass of 0.1 to 0.2 are rough values for hafnium dioxide on silicon. Its permittivity is well above the threshold found here for $m=0.2$. The margin shrinks at $m=0.1$: the threshold is then 12.5, the two factors of part (f) fall to $1.5\times10^4$ and $1.2\times10^2$, and with the interlayer on the entry side and 1 V across the stack the threshold reaches 15.5. Real stacks usually contain a thin silica-like interlayer, so the second result of part (f) is the more relevant one. Neither factor is a prediction of measured leakage, because conduction through traps can add to direct tunnelling and has not been estimated.

The following thresholds are for $t_{eq}=1$ nm without an interlayer. One assumption is changed at a time, and they are to be compared with 8.865.

- **Tunnelling mass.** This parameter is poorly known. Since $k^*\propto m^{-1/2}$, a mass of 0.1 gives 12.5, 0.15 gives 10.2 and 0.25 gives 7.9. The silica mass is also uncertain, and $k^*\propto m_s^{1/2}$: $m_s=0.4$ gives 7.9 and $m_s=0.3$ gives 6.9.
- **Film voltage.** At 1 V the threshold is 10.0. The field is then 10 MV/cm in silica, roughly where thin silica approaches breakdown, and 3.9 MV/cm in the candidate film at this threshold. In the thicker 5.64 nm film it is 1.8 MV/cm. An interlayer in a stack of equal capacitance carries the same charge, and so still bears 10 MV/cm.
- **Image force.** The electron polarizes the electrodes, which lowers the barrier. Between ideal metal plates the lowering is proportional to $1/(k_{opt}t)$ at a given $x/t$, where $k_{opt}$ is the high-frequency permittivity. Relative to the barrier it scales as $1/(k_{opt}t\phi)$. With rough values $k_{opt}=2.1$ for silica and 4.0 for the candidate, the product $k_{opt}t\phi$ is about 6.5 eV nm for silica and 14 eV nm for the candidate at the break-even thickness of 2.273 nm found in part (c). Silica loses the larger fraction, and the threshold falls to 7.8. Silicon screens less well than a metal, which weakens the lowering in both films; the net change for silicon was not calculated.
- **Spread of energies.** With the Fermi level 0.1 eV above the band edge, averaging the WKB transmission over normal energies at 358 K gives 8.98.

Emission over the barrier of the 5.64 nm film at 358 K is about $10^{-7}$ of the tunnelling contribution, so it can be ignored here. Interface roughness, nonparabolic bands and conservation of transverse momentum are also left out, and their effects were not estimated.

The listed shifts reach about 3.7 upward and 2.0 downward, the largest coming from the masses. Without an interlayer, a candidate with $k$ between roughly 6.9 and 12.5 therefore cannot be ranked against silica by (4) alone, and shifts that act together can widen this range. An interlayer under voltage shifts the threshold by an amount that depends on polarity. For $m=0.2$ and 1 V across the whole stack, 0.5 nm of silica on the side where the electrons enter gives a WKB threshold of 11.0, and on the side where they leave it gives 9.3, against 10.0 without the interlayer. The main computed values are collected in the numerical output.

## Values computed for the example and the checks

```
silica: k = 3.9, barrier = 3.1 eV, mass = 0.5
candidate: barrier = 1.5 eV, mass = 0.2
mass*barrier, silica: 1.55 eV
mass*barrier, candidate: 0.30 eV
threshold permittivity k*: 8.865 (no unit)
k*/k_s: 2.2730 (no unit)
k* from wave equation, thick limit: 8.865
equivalent silica thickness: 1.00 nm
capacitance per area: 3.453 uF/cm2
decay constant, silica: 6.378 1/nm
decay constant, candidate: 2.806 1/nm
break-even thickness: 2.273 nm = 22.73 angstrom
WKB exponent of silica: 12.757 (no unit)
WKB transmission of silica: 2.883e-06
transmission / silica at k = 7.0: 14.636
transmission / silica at k = 8.8: 1.098
transmission / silica at k = 8.9: 0.951
example film: k = 22, thickness = 5.641 nm
WKB exponent of example film: 31.658
silica / film transmission: 1.62e+08
interlayer thickness: 0.50 nm
high-k thickness in stack: 2.821 nm
silica / stack transmission: 1.27e+04
k* with interlayer: 8.865
Neglected effects, as shifted thresholds:
k* at 0.05 V: 8.904
first-order shift at 0.05 V: 0.0381
k* at 1.0 V: 10.038
field in silica at 1.0 V: 10.00 MV/cm
field in film at 1.0 V: 1.77 MV/cm
electron energy above band edge: 0.1 eV
k* at that energy, WKB: 9.027
k* at that energy, full wave: 8.920
silicon mass in full wave: 0.92
k* with energy spread at 358 K: 8.981
optical permittivities: 2.1 silica, 4.0 candidate
k* with ideal-metal image force: 7.81
image-force grid shift of k*: 1.6e-04
k* for candidate mass 0.15: 10.24
k* for candidate mass 0.25: 7.93
over-barrier / tunnelling, film, 358 K: 1.4e-07
```
